# Coupling monopole and dipole responses in stacked Keldysh sheets: test program

```python
# Result under test: for separated polarizable layers, the coupled response
#   chi = (1 - chi0 V')^-1 chi0   and   W = V + V chi V
# reproduces the full electrostatics of the stack. chi0: isolated-layer monopole
# and dipole responses; V: Coulomb matrix; V': V without same-layer elements.
# Atomic units inside. Layer data: z height, r = 2 pi (in-plane polarizability),
# b = 2 pi (out-of-plane polarizability at q=0), h = half separation of the two
# charge planes that carry the dipole. q: in-plane wavevector.
# W[i,j]: screened interaction of unit charges in the planes of layers i and j.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import struve, y0

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10   # angstrom
PI2 = 2 * np.pi


def make_stack(z, r, b, h):
    """Layer data in angstrom -> arrays in bohr."""
    z = np.asarray(z, float)
    return tuple(np.broadcast_to(np.asarray(x, float), z.shape) / BOHR
                 for x in (z, r, b, h))


def bare_dipole_response(b, h):
    return b / (1 - b / h) / PI2


def coupled_response(q, stack):
    """Return V, isolated chi0 (vector), coupled chi, W; order M1..MN, D1..DN."""
    z, r, b, h = stack
    n = len(z)
    dist = np.abs(z[:, None] - z[None, :])
    side = np.sign(z[:, None] - z[None, :])
    g = -np.expm1(-2 * q * h) / (2 * q * h)
    v00 = PI2 / q * np.exp(-q * dist)
    v01 = PI2 * side * g[None, :] * np.exp(-q * np.maximum(dist - h[None, :], 0))
    gap = np.maximum(dist - h[:, None] - h[None, :], 0)
    v11 = -PI2 * q * np.outer(g, g) * np.exp(-q * gap)
    np.fill_diagonal(v11, PI2 * g / h)
    v = np.block([[v00, v01], [v01.T, v11]])
    a = bare_dipole_response(b, h)
    chi0 = np.concatenate([-q**2 * r / PI2 / (1 + r * q),
                           -a / (1 + PI2 * a * g / h)])
    v_inter = v - np.diag(np.diag(v))
    chi = np.linalg.solve(np.eye(2 * n) - chi0[:, None] * v_inter, np.diag(chi0))
    return v, chi0, chi, v + v @ chi @ v


def poisson_nodes(q, stack):
    """W from nodal potentials, derivative jumps and local polarization laws."""
    z, r, b, h = stack
    n = len(z)
    nodes = np.column_stack([z - h, z, z + h]).ravel()
    step = np.diff(nodes)
    assert np.all(step > 0)
    k = np.zeros((3 * n, 3 * n))
    k[0, 0] += q
    k[-1, -1] += q
    for m, d in enumerate(step):
        k[m, m] += q / np.tanh(q * d)
        k[m + 1, m + 1] += q / np.tanh(q * d)
        k[m, m + 1] -= q / np.sinh(q * d)
        k[m + 1, m] -= q / np.sinh(q * d)
    a = bare_dipole_response(b, h)
    for i in range(n):
        lo, mid, hi = 3 * i, 3 * i + 1, 3 * i + 2
        k[mid, mid] += 4 * np.pi * q**2 * r[i] / PI2
        c = 4 * np.pi * a[i] / (2 * h[i])**2
        k[hi, hi] += c
        k[lo, lo] += c
        k[hi, lo] -= c
        k[lo, hi] -= c
    source = np.zeros((3 * n, n))
    source[3 * np.arange(n) + 1, np.arange(n)] = 4 * np.pi
    return np.linalg.solve(k, source)[1::3]


LOGQ = np.arange(np.log(1e-8), np.log(1e4), 0.1)
QGRID = np.exp(LOGQ)
EXPONENTS = 1e-5 * 2.5**np.arange(26)


def exciton(w_of_q, mass):
    """Lowest s state: energy (hartree) and rms in-plane distance (bohr)."""
    a, c = EXPONENTS[:, None], EXPONENTS[None, :]
    s = a + c
    norm = np.sqrt(2 * EXPONENTS / np.pi)
    scale = np.outer(norm, norm)
    weight = QGRID**2 * w_of_q * (LOGQ[1] - LOGQ[0])
    attraction = np.exp(-QGRID**2 / (4 * s[..., None])) @ weight / (2 * s)
    ham = (PI2 * a * c / (mass * s**2) - attraction) * scale
    energy, vec = eigh(ham, np.pi / s * scale)
    ground = vec[:, 0]
    return energy[0], np.sqrt(ground @ (np.pi / s**2 * scale) @ ground)


# ---------- model parameters (angstrom, electron masses) ----------
R0, B0, H0, SPACING, MASS = 40.0, 2.0, 2.5, 6.0, 0.25


def uniform(n, b=B0):
    return make_stack(SPACING * np.arange(n), R0, b, H0)


r_au, l_au = R0 / BOHR, SPACING / BOHR
print(f"in-plane screening length r = {R0:.1f} A; b = {B0:.1f} A; h = {H0:.1f} A")
print(f"layer spacing = {SPACING:.1f} A; reduced mass = {MASS:.2f} m_e")
a_bare = bare_dipole_response(B0, H0)
print(f"2 pi a (bare dipole response) = {PI2 * a_bare:.3f} A")

# ---------- Dyson equation against Poisson equation, unlike layers ----------
het = ([0, 6, 13.5, 20], [40, 10, 25, 5], [2, 1, 2.2, 0.5], [2.5, 2, 3, 1.5])
mixed = make_stack(*het)
mixed_mono = make_stack(het[0], het[1], 0.0, het[3])
err, omitted = 0.0, 0.0
for q_a in (0.003, 0.05, 0.3, 1.0):
    q = q_a * BOHR
    chi, w = coupled_response(q, mixed)[2:]
    ref = poisson_nodes(q, mixed)
    err = max(err, np.max(np.abs(w[:4, :4] - ref)) * q / PI2)
    w_mono = coupled_response(q, mixed_mono)[3][:4, :4]
    omitted = max(omitted, np.max(np.abs(w_mono - ref)) * q / PI2)
    assert np.allclose(chi, chi.T, rtol=1e-8, atol=1e-11)
assert err < 1e-10 and omitted > 1e-3
print("four unlike layers, largest error of W in units of 2 pi/q:")
print(f"  monopole+dipole below 1e-10: {err < 1e-10}; monopole only: {omitted:.4f}")

# ---------- one layer and the double-counting fault ----------
q = 0.05 * BOHR
v, chi0, chi, w = coupled_response(q, uniform(1))
assert abs(w[0, 0] - poisson_nodes(q, uniform(1))[0, 0]) < 1e-10 * w[0, 0]
assert abs(v[0, 0] / w[0, 0] - (1 + r_au * q)) < 1e-10
chi_twice = chi0[0] / (1 - chi0[0] * v[0, 0])
eps_twice = 1 / (1 + v[0, 0] * chi_twice)
x = r_au * q
assert abs(eps_twice - (1 + 2 * x) / (1 + x)) < 1e-10
print(f"one layer, q = 0.05 1/A: epsilon = {v[0, 0] / w[0, 0]:.4f}; "
      f"self term counted twice: {eps_twice:.4f}")

# ---------- bilayer, every matrix element ----------
v, chi0, chi, w = coupled_response(q, uniform(2))
print("bilayer at q = 0.05 1/A (layer 1 below layer 2):")
print(f"  2 pi chi_M = {PI2*chi0[0]/BOHR:.6f} 1/A; 2 pi chi_D = {PI2*chi0[2]*BOHR:.5f} A")
print(f"  V00/2pi same layer = {v[0,0]/PI2*BOHR:.4f} A; other = {v[0,1]/PI2*BOHR:.4f} A")
print(f"  V(M1,D2)/2pi = {v[0,3]/PI2:.5f}; V(M2,D1)/2pi = {v[1,2]/PI2:.5f}")
print(f"  V11/2pi same layer = {v[2,2]/PI2/BOHR:.5f} 1/A; other = {v[2,3]/PI2/BOHR:.5f} 1/A")
print(f"  coupled 2 pi chi: M1M1 = {PI2*chi[0,0]/BOHR:.6f} 1/A; "
      f"M1M2 = {PI2*chi[0,1]/BOHR:.6f} 1/A")
print(f"  coupled 2 pi chi: M1D1 = {PI2*chi[0,2]:.6f}; M1D2 = {PI2*chi[0,3]:.6f}")
print(f"  coupled 2 pi chi: D1D1 = {PI2*chi[2,2]*BOHR:.5f} A; "
      f"D1D2 = {PI2*chi[2,3]*BOHR:.5f} A")
unit_w = HARTREE * BOHR**2
print(f"  W11 = {w[0,0]*unit_w:.2f} eV A^2; W12 = {w[0,1]*unit_w:.2f} eV A^2")
print(f"  V11/W11 (charges) = {v[0,0]/w[0,0]:.4f}; V12/W12 = {v[0,1]/w[0,1]:.4f}")

# ---------- closed forms with monopoles only ----------
for q_a in (0.01, 0.05, 0.4):
    q = q_a * BOHR
    w = coupled_response(q, uniform(2, 0.0))[3]
    for sign in (1, -1):
        f = 1 + sign * np.exp(-q * l_au)
        assert abs(w[0, 0] + sign * w[0, 1] - PI2 / q * f / (1 + r_au * q * f)) < 1e-8 * PI2 / q
q = 0.05 * BOHR
w_mid = coupled_response(q, uniform(61, 0.0))[3][30, 30]
c = np.cosh(q * l_au) + r_au * q * np.sinh(q * l_au)
w_inf = PI2 / q * np.sinh(q * l_au) / np.sqrt(c**2 - 1)
assert abs(w_mid / w_inf - 1) < 1e-9
print(f"monopoles only, q = 0.05 1/A: epsilon mid 61 layers = {PI2/q/w_mid:.5f}; "
      f"infinite = {PI2/q/w_inf:.5f}")

# ---------- long-wave lengths in the trilayer ----------
q = 1e-7
w = coupled_response(q, uniform(3))[3]
print("trilayer long-wave lengths: from W, from formula (A)")
for i, j in ((0, 0), (1, 1), (0, 1), (0, 2)):
    found = (PI2 / q - w[i, j]) / PI2 * BOHR
    sides = sum(np.sign(i - k) * np.sign(j - k) for k in range(3))
    formula = abs(i - j) * SPACING + 3 * R0 + B0 * sides
    assert abs(found - formula) < 0.02
    print(f"  layers {i+1},{j+1}: {found:.2f}, {formula:.2f}")

# ---------- bulk limit with dipoles ----------
eps_par, eps_perp = 1 + 2 * R0 / SPACING, 1 / (1 - 2 * B0 / SPACING)
inverse = []
for ql in (0.02, 0.01):
    q = ql / l_au
    inverse.append(coupled_response(q, uniform(401))[3][200, 200] * q / PI2)
bulk = 1 / (2 * inverse[1] - inverse[0])
assert abs(bulk / np.sqrt(eps_par * eps_perp) - 1) < 5e-3
print(f"bulk: eps_par = {eps_par:.3f}; eps_perp = {eps_perp:.3f}; "
      f"root of product = {np.sqrt(eps_par*eps_perp):.3f}")
print(f"  401 layers, extrapolated to q = 0: {bulk:.3f}")

# ---------- dielectric functions ----------
print("q (1/A): (2 pi/q)/W_ii for one layer, bilayer, trilayer middle")
for q_a in (0.01, 0.05, 0.1, 0.3):
    q = q_a * BOHR
    e = [PI2 / q / coupled_response(q, uniform(n))[3][i, i]
         for n, i in ((1, 0), (2, 0), (3, 1))]
    print(f"  {q_a:.2f}: {e[0]:.3f}, {e[1]:.3f}, {e[2]:.3f}")

# ---------- exciton solver checks ----------
e_h = exciton(PI2 / QGRID, 1.0)[0]
assert abs(e_h + 2) < 5e-4
print(f"2D hydrogen in the Gaussian basis = {e_h*HARTREE:.3f} eV; "
      f"exact = {-2*HARTREE:.3f} eV")
dr = 0.05
rad = (np.arange(8000) + 0.5) * dr
edge = np.arange(1, 8000) * dr
pot = -np.pi / (2 * r_au) * (struve(0, rad / r_au) - y0(rad / r_au))
val, vec = eigh_tridiagonal(1 / (MASS * dr**2) + pot,
                            -edge / np.sqrt(rad[:-1] * rad[1:]) / (2 * MASS * dr**2),
                            select='i', select_range=(0, 0))
rms_fd = np.sqrt(np.sum(vec[:, 0]**2 * rad**2))
w_one = np.array([coupled_response(q, uniform(1))[3][0, 0] for q in QGRID])
e_one, rms_one = exciton(w_one, MASS)
assert abs(e_one - val[0]) * HARTREE < 2e-4
assert abs(rms_one / rms_fd - 1) < 1e-3
print(f"one-layer binding: Gaussian = {-e_one*HARTREE:.4f} eV; "
      f"radial grid = {-val[0]*HARTREE:.4f} eV")

# ---------- excitons in the stacks ----------
print("exciton: binding (eV), same without dipoles (eV), rms in-plane distance (A)")
for n in (1, 2, 3):
    w_full = np.array([coupled_response(q, uniform(n))[3][:n, :n] for q in QGRID])
    w_mono = np.array([coupled_response(q, uniform(n, 0.0))[3][:n, :n] for q in QGRID])
    pairs = {1: [(0, 0)], 2: [(0, 0), (0, 1)],
             3: [(0, 0), (1, 1), (0, 1), (0, 2)]}[n]
    for i, j in pairs:
        e_full, rms = exciton(w_full[:, i, j], MASS)
        e_mono = exciton(w_mono[:, i, j], MASS)[0]
        assert e_full < 0 and e_mono < 0
        if i == j:
            assert e_full >= e_mono - 1e-9
        print(f"  N={n}, layers {i+1},{j+1}: {-e_full*HARTREE:.4f}, "
              f"{-e_mono*HARTREE:.4f}, {rms*BOHR:.2f}")

print("all good")
```

Output:

```
in-plane screening length r = 40.0 A; b = 2.0 A; h = 2.5 A
layer spacing = 6.0 A; reduced mass = 0.25 m_e
2 pi a (bare dipole response) = 10.000 A
four unlike layers, largest error of W in units of 2 pi/q:
  monopole+dipole below 1e-10: True; monopole only: 0.0783
one layer, q = 0.05 1/A: epsilon = 3.0000; self term counted twice: 1.6667
bilayer at q = 0.05 1/A (layer 1 below layer 2):
  2 pi chi_M = -0.033333 1/A; 2 pi chi_D = -2.20304 A
  V00/2pi same layer = 20.0000 A; other = 14.8164 A
  V(M1,D2)/2pi = -0.74275; V(M2,D1)/2pi = 0.74275
  V11/2pi same layer = 0.35392 1/A; other = -0.03723 1/A
  coupled 2 pi chi: M1M1 = -0.047519 1/A; M1M2 = 0.024632 1/A
  coupled 2 pi chi: M1D1 = -0.047001; M1D2 = -0.081611
  coupled 2 pi chi: D1D1 = -2.35876 A; D1D2 = -0.27039 A
  W11 = 474.82 eV A^2; W12 = 222.86 eV A^2
  V11/W11 (charges) = 3.8109; V12/W12 = 6.0150
monopoles only, q = 0.05 1/A: epsilon mid 61 layers = 4.32793; infinite = 4.32793
trilayer long-wave lengths: from W, from formula (A)
  layers 1,1: 124.00, 124.00
  layers 2,2: 124.00, 124.00
  layers 1,2: 128.00, 128.00
  layers 1,3: 130.00, 130.00
bulk: eps_par = 14.333; eps_perp = 3.000; root of product = 6.557
  401 layers, extrapolated to q = 0: 6.549
q (1/A): (2 pi/q)/W_ii for one layer, bilayer, trilayer middle
  0.01: 1.400, 1.776, 2.145
  0.05: 3.000, 3.811, 4.488
  0.10: 5.000, 5.519, 5.920
  0.30: 13.000, 13.065, 13.122
2D hydrogen in the Gaussian basis = -54.422 eV; exact = -54.423 eV
one-layer binding: Gaussian = 0.5700 eV; radial grid = 0.5700 eV
exciton: binding (eV), same without dipoles (eV), rms in-plane distance (A)
  N=1, layers 1,1: 0.5700, 0.5700, 10.61
  N=2, layers 1,1: 0.4574, 0.4783, 11.03
  N=2, layers 1,2: 0.2386, 0.2273, 22.32
  N=3, layers 1,1: 0.4138, 0.4505, 11.13
  N=3, layers 2,2: 0.3902, 0.4139, 11.36
  N=3, layers 1,2: 0.1927, 0.1922, 24.40
  N=3, layers 1,3: 0.1701, 0.1472, 28.18
all good
```
